# The transverse-field Ising chain: self-duality, gap and spontaneous magnetization: a program that tests the result

```python
"""
Transverse-field Ising chain with a free left end and a fixed right end:
  H(J,h) = -h sum_j X_j - J sum_{j<N} Z_j Z_{j+1} - J Z_N      (Pauli matrices)
Results under test:
  levels          E = sum_n (+-) s_n, s_n^2 = J^2 + h^2 - 2 J h cos(pi n/(N+1))
  self-duality    U H(J,h) U^dagger = H(h,J) with an explicit unitary U
  gap             2 s_1 -> 2|J-h| for N -> infinity
  magnetization   (1 - h^2/J^2)^(1/8) for h < J, far from the fixed end
Symbols: r = distance from the fixed end, lam = h/J,
  F = T^(-1/2), where T is the tridiagonal matrix with eigenvalues s_n^2.
"""
import numpy as np
from scipy.linalg import expm, toeplitz
from scipy.special import ellipe, gammaln

X = np.array([[0.0, 1.0], [1.0, 0.0]])
Z = np.diag([1.0, -1.0])


def site_operator(op, site, n_sites):
    left = np.eye(2**site)
    right = np.eye(2**(n_sites - site - 1))
    return np.kron(np.kron(left, op), right)


def mode_energies(J, h, n_sites):
    q = np.pi * np.arange(1, n_sites + 1) / (n_sites + 1)
    return np.sqrt(J**2 + h**2 - 2 * J * h * np.cos(q))


def inverse_root_finite(J, h, n_sites):
    n = np.arange(1, n_sites + 1)
    u = np.sqrt(2 / (n_sites + 1)) * np.sin(np.pi * np.outer(n, n) / (n_sites + 1))
    return (u / mode_energies(J, h, n_sites)) @ u.T


def coupling_matrix(J, h, n_sites):
    B = np.zeros((n_sites, n_sites + 1))
    j = np.arange(n_sites)
    B[j, j] = h
    B[j, j + 1] = -J
    return B


def inverse_root_half_line(J, h, size, points=4096):
    q = 2 * np.pi * np.arange(points) / points
    f = np.fft.fft(1 / np.abs(J - h * np.exp(1j * q))).real / points
    p = np.arange(1, size + 1)
    return f[np.abs(p[:, None] - p[None, :])] - f[p[:, None] + p[None, :]]


def half_line_magnetization(J, h, r):
    return np.linalg.det(J * inverse_root_half_line(J, h, r))


def bulk_correlation(J, h, r, points=4096):
    q = 2 * np.pi * np.arange(points) / points
    w = J - h * np.exp(1j * q)
    c = np.fft.fft(w / np.abs(w)).real / points
    k = np.arange(r)
    return np.linalg.det(toeplitz(c[k], c[-k]))


# ---------- eight spins: full diagonalization ----------
N = 8
J, h = 1.0, 0.6
sx = [site_operator(X, j, N) for j in range(N)]
sz = [site_operator(Z, j, N) for j in range(N)]
g = []
for j in range(N):
    g.append(sx[j])
    g.append(sz[j] @ sz[j + 1] if j < N - 1 else sz[j])
field_sum, bond_sum = sum(g[0::2]), sum(g[1::2])


def hamiltonian(J_, h_):
    return -h_ * field_sum - J_ * bond_sum


for J_, h_ in [(1.0, 0.6), (1.0, 1.0), (1.0, 1.5)]:
    levels = np.zeros(1)
    for s in mode_energies(J_, h_, N):
        levels = np.concatenate([levels - s, levels + s])
    assert np.allclose(np.linalg.eigvalsh(hamiltonian(J_, h_)),
                       np.sort(levels), atol=1e-10)

# ---------- self-duality: unitary built from reversed generators ----------
g_dual = g[::-1]
U = np.zeros((2**N, 2**N))
for index in range(2**N):
    vector = np.ones(2**N) / np.sqrt(2**N)
    for j in range(N):
        if (index >> (N - 1 - j)) & 1:
            vector = g_dual[2 * j] @ vector
    U[:, index] = vector
assert np.allclose(U @ U.T, np.eye(2**N), atol=1e-12)
duality_error = np.abs(U @ hamiltonian(J, h) @ U.T - hamiltonian(h, J)).max()
assert duality_error < 1e-11

energies, states = np.linalg.eigh(hamiltonian(J, h))
ground = states[:, 0]
dual_ground = np.linalg.eigh(hamiltonian(h, J))[1][:, 0]
profile = np.array([ground @ sz[i] @ ground for i in range(N)])
string = np.eye(2**N)
for r in range(1, N + 1):
    string = string @ sx[r - 1]
    assert abs(dual_ground @ string @ dual_ground - profile[N - r]) < 1e-10

# ---------- determinant formulas against the eight-spin ground state ----------
F8 = inverse_root_finite(J, h, N)
profile_det = np.array([np.linalg.det(J * F8[i:, i:]) for i in range(N)])
assert np.allclose(profile, profile_det, atol=1e-10)
minus_G = -F8 @ coupling_matrix(J, h, N)
for i in range(N):
    for k in range(i + 1, N):
        direct = ground @ sz[i] @ sz[k] @ ground
        assert abs(direct - np.linalg.det(minus_G[i:k, i + 1:k + 1])) < 1e-10

# ---------- gap of a long chain from singular values ----------
N_long = 400
fields = [0.8, 0.9, 1.0, 1.1, 1.2]
gap_short, gap_long = [], []
for h_ in fields:
    e = np.linalg.eigvalsh(hamiltonian(J, h_))
    gap_short.append(e[1] - e[0])
    singular = np.linalg.svd(coupling_matrix(J, h_, N_long), compute_uv=False)
    gap_long.append(2 * singular.min())
    assert abs(gap_long[-1] - 2 * mode_energies(J, h_, N_long)[0]) < 1e-10
    distance = abs(J - h_)
    if distance > 0:
        excess = gap_long[-1] - 2 * distance
        assert 0 < excess < J * h_ * (np.pi / (N_long + 1))**2 / distance
assert abs(gap_short[2] - 4 * J * np.sin(np.pi / (2 * N + 2))) < 1e-10

# ---------- ring: walls come in pairs in the ordered phase ----------
h_ring = 0.3
ring = -h_ring * field_sum - J * sum(sz[j] @ sz[(j + 1) % N] for j in range(N))
ring_levels = np.linalg.eigvalsh(ring)
ring_pair = 4 * np.sqrt(J**2 + h_ring**2 - 2 * J * h_ring * np.cos(np.pi / N))
assert ring_levels[1] - ring_levels[0] < 1e-3
assert abs(ring_levels[2] - ring_levels[0] - ring_pair) < 1e-9

# ---------- bulk energy per site ----------
energy_site = -(2 / np.pi) * (J + h) * ellipe(4 * J * h / (J + h)**2)
added_site = (mode_energies(J, h, N_long).sum()
              - mode_energies(J, h, N_long + 1).sum())
assert abs(energy_site - added_site) < 1e-9

# ---------- long chain reproduces the bulk Toeplitz determinant ----------
G_long = -inverse_root_finite(J, h, N_long) @ coupling_matrix(J, h, N_long)
middle = np.linalg.det(G_long[190:210, 191:211])
assert abs(middle - bulk_correlation(J, h, 20)) < 1e-10

# ---------- limits of the determinants ----------
for lam in [0.3, 0.6, 0.8, 0.9]:
    assert abs(half_line_magnetization(1.0, lam, 200) - (1 - lam**2)**0.125) < 1e-9
    assert abs(bulk_correlation(1.0, lam, 200) - (1 - lam**2)**0.25) < 1e-9
h_para = 1.5
amplitude = half_line_magnetization(J, h_para, 40) * (h_para / J)**40
assert abs(amplitude - (1 - (J / h_para)**2)**0.125) < 1e-7

# ---------- operator identities, read off in a corner of large matrices ----------
size, corner, lam = 160, 60, h / J
a = np.zeros((size, size))
for n in range(1, size):
    a += np.diag(np.full(size - n, -lam**n / (2 * n)), n)
V, V_inv = expm(a), expm(-a)
T = toeplitz(np.r_[1 + lam**2, -lam, np.zeros(size - 2)])
F = inverse_root_half_line(1.0, lam, size)
cut = (slice(0, corner), slice(0, corner))
assert np.allclose((V @ V @ V.T @ V.T)[cut], T[cut], atol=1e-10)
assert np.allclose((F @ F @ T)[cut], np.eye(corner), atol=1e-10)
det_commutator = np.linalg.det((V_inv.T @ V_inv @ V.T @ V)[cut])
trace_commutator = np.trace((a.T @ a - a @ a.T)[cut])
det_FW = np.linalg.det((F @ V @ V.T)[cut])
assert abs(np.log(det_commutator) - trace_commutator) < 1e-9
assert abs(trace_commutator - 0.25 * np.log(1 - lam**2)) < 1e-10
assert abs(det_FW**2 - det_commutator) < 1e-9

# ---------- critical point: quadrature determinant against gamma product ----------
def critical_magnetization(r):
    p = np.arange(1, r + 1)
    return np.exp(np.sum(2 * gammaln(2 * p) - gammaln(2 * p - 0.5)
                         - gammaln(2 * p + 0.5)))


nodes, weights = np.polynomial.legendre.leggauss(200)
q = 0.5 * np.pi * (nodes + 1)
weights = 0.5 * np.pi * weights
for r in [1, 5, 30]:
    sines = np.sin(np.outer(np.arange(1, r + 1), q))
    F_crit = (2 / np.pi) * (sines * (weights / (2 * np.sin(q / 2)))) @ sines.T
    assert abs(np.linalg.det(F_crit) - critical_magnetization(r)) < 1e-9
halving = critical_magnetization(4000) / critical_magnetization(2000)
assert abs(halving - 2**(-0.125)) < 1e-4

# ---------- printed numbers ----------
print(f"Coupling J = {J:.1f} (unit of energy), field h = {h:.1f} J, N = {N} spins")
print("Mode energies s_n (J):", np.round(mode_energies(J, h, N), 4))
print(f"Ground energy, diagonalization: {energies[0]:.6f} J")
print(f"Ground energy, -sum s_n: {-mode_energies(J, h, N).sum():.6f} J")
print(f"Gap, diagonalization: {energies[1] - energies[0]:.6f} J")
print(f"Gap, 2 s_1: {2 * mode_energies(J, h, N)[0]:.6f} J")
print(f"Gap, infinite chain 2|J-h|: {2 * abs(J - h):.6f} J")
print(f"Bulk energy per site: {energy_site:.6f} J")
print(f"Largest entry of U H(J,h) U^T - H(h,J): {duality_error:.1e} J")
print("Gap (J) against field: h/J, N = 8, N = 400, infinite chain")
for h_, short, long_ in zip(fields, gap_short, gap_long):
    print(f"  {h_:.1f}  {short:.5f}  {long_:.5f}  {2 * abs(J - h_):.5f}")
print(f"Ring, N = 8, h = {h_ring:.1f} J: splitting of ground pair "
      f"{ring_levels[1] - ring_levels[0]:.2e} J")
print(f"Ring, third level above ground: {ring_levels[2] - ring_levels[0]:.5f} J")
print(f"Ring, infinite-size value 4(J-h): {4 * (J - h_ring):.5f} J")
print("Magnetization, N = 8, sites 1..8, diagonalization (dimensionless):")
print("  ", np.round(profile, 5))
print("Magnetization, N = 8, sites 1..8, determinant (dimensionless):")
print("  ", np.round(profile_det, 5))
print("Infinite chain, h = 0.6 J: r, <Z> at distance r, bulk <Z Z> at separation r")
for r in [1, 2, 3, 5, 10, 20]:
    print(f"  {r:2d}  {half_line_magnetization(J, h, r):.8f}"
          f"  {bulk_correlation(J, h, r):.8f}")
print(f"Limit (1-h^2/J^2)^(1/8): {(1 - lam**2)**0.125:.8f}")
print(f"Limit (1-h^2/J^2)^(1/4): {(1 - lam**2)**0.25:.8f}")
print(f"Trace of [a^T,a]: {trace_commutator:.8f}")
print(f"Commutator determinant: {det_commutator:.8f}")
print(f"det(FW): {det_FW:.8f}")
print(f"h = {h_para:.1f} J: <Z> at r = 10: "
      f"{half_line_magnetization(J, h_para, 10):.6f}")
print(f"h = {h_para:.1f} J: <Z> (h/J)^r at r = 40: {amplitude:.6f}")
print(f"h = {h_para:.1f} J: (1-J^2/h^2)^(1/8): {(1 - (J / h_para)**2)**0.125:.6f}")
print("h = J: r, <Z>, <Z> r^(1/8)")
for r in [1, 10, 100, 1000]:
    m_crit = critical_magnetization(r)
    print(f"  {r:4d}  {m_crit:.6f}  {m_crit * r**0.125:.6f}")
print(f"h = J: <Z>(4000)/<Z>(2000) = {halving:.6f}, 2^(-1/8) = {2**(-0.125):.6f}")
print("PASS")
```

Printed output:

```
Coupling J = 1.0 (unit of energy), field h = 0.6 J, N = 8 spins
Mode energies s_n (J): [0.482  0.6639 0.8718 1.0731 1.2523 1.4    1.5097 1.5772]
Ground energy, diagonalization: -8.830142 J
Ground energy, -sum s_n: -8.830142 J
Gap, diagonalization: 0.964093 J
Gap, 2 s_1: 0.964093 J
Gap, infinite chain 2|J-h|: 0.800000 J
Bulk energy per site: -1.092239 J
Largest entry of U H(J,h) U^T - H(h,J): 2.4e-14 J
Gap (J) against field: h/J, N = 8, N = 400, infinite chain
  0.8  0.73890  0.40025  0.40000
  0.9  0.68863  0.20055  0.20000
  1.0  0.69459  0.01567  0.00000
  1.1  0.75545  0.20067  0.20000
  1.2  0.85962  0.40037  0.40000
Ring, N = 8, h = 0.3 J: splitting of ground pair 2.64e-05 J
Ring, third level above ground: 2.92759 J
Ring, infinite-size value 4(J-h): 2.80000 J
Magnetization, N = 8, sites 1..8, diagonalization (dimensionless):
   [0.80004 0.90639 0.93392 0.94205 0.94465 0.94571 0.94705 0.95268]
Magnetization, N = 8, sites 1..8, determinant (dimensionless):
   [0.80004 0.90639 0.93392 0.94205 0.94465 0.94571 0.94705 0.95268]
Infinite chain, h = 0.6 J: r, <Z> at distance r, bulk <Z Z> at separation r
   1  0.95270265  0.90277993
   2  0.94714965  0.89580219
   3  0.94607904  0.89471494
   5  0.94576620  0.89444462
  10  0.94574167  0.89442722
  20  0.94574161  0.89442719
Limit (1-h^2/J^2)^(1/8): 0.94574161
Limit (1-h^2/J^2)^(1/4): 0.89442719
Trace of [a^T,a]: -0.11157178
Commutator determinant: 0.89442719
det(FW): 0.94574161
h = 1.5 J: <Z> at r = 10: 0.016113
h = 1.5 J: <Z> (h/J)^r at r = 40: 0.929161
h = 1.5 J: (1-J^2/h^2)^(1/8): 0.929161
h = J: r, <Z>, <Z> r^(1/8)
     1  0.848826  0.848826
    10  0.654704  0.873061
   100  0.492350  0.875535
  1000  0.369314  0.875782
h = J: <Z>(4000)/<Z>(2000) = 0.917011, 2^(-1/8) = 0.917004
PASS
```
